# Radiative heat exchange between gray concentric spheres from a radiosity balance: a program that tests the result

```python
"""
Radiative heat exchange between gray concentric spheres.

Result under test: the net heat leaving the inner sphere is
    Q = A1 (E1 - E2) / D,   D = 1/e1 + f (1/e2 - 1),   f = A1/A2 = (R1/R2)^2
for opaque isothermal gray walls and a diffusely reflecting outer wall.
A = area, R = radius, e = emissivity, E = black-body flux; 1 = inner, 2 = outer.
With a mirror-like outer wall, D becomes 1/e1 + 1/e2 - 1.
Independent roads: Planck quadrature, surface integrals for the view factors,
numerical solution of the radiosity equations, and ray tracing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(20240611)
kB = const.k
sigma = const.sigma


def denominator(e1, e2, f):
    return 1 / e1 + f * (1 / e2 - 1)


# ---------- black-body flux: Planck integral in atomic units ----------
hartree = const.value("atomic unit of energy")
au_time = const.value("atomic unit of time")
au_length = const.value("atomic unit of length")
c_au = 1 / const.alpha
flux_unit = hartree / (au_time * au_length**2)      # W/m^2 per atomic unit


def planck_flux(temperature):
    """Black-body flux in W/m^2 by quadrature over angular frequency."""
    t = kB * temperature / hartree

    def integrand(x):                              # x = frequency / t
        return x**3 / np.expm1(x)

    integral = quad(integrand, 0, 60, epsabs=1e-11)[0]
    return t**4 * integral / (4 * np.pi**2 * c_au**2) * flux_unit


for temperature in (77.0, 300.0):
    t = kB * temperature / hartree
    closed = np.pi**2 * t**4 / (60 * c_au**2) * flux_unit
    assert abs(planck_flux(temperature) / closed - 1) < 1e-8
    assert abs(planck_flux(temperature) / (sigma * temperature**4) - 1) < 1e-7


# ---------- view factors from their surface-integral definition ----------
def view_factors(r1, r2):
    """Return F12, F21, F22 by integrating cos cos / (pi s^2) over area."""
    def kernel(angle):
        s2 = r1**2 + r2**2 - 2 * r1 * r2 * np.cos(angle)
        cosines = (r2 * np.cos(angle) - r1) * (r2 - r1 * np.cos(angle)) / s2
        return cosines / (np.pi * s2) * 2 * np.pi * np.sin(angle)

    horizon = np.arccos(r1 / r2)
    common = quad(kernel, 0, horizon, epsabs=1e-12)[0]

    def outer_kernel(angle):
        p = np.array([0.0, 0.0, r2])
        q = r2 * np.array([np.sin(angle), 0.0, np.cos(angle)])
        chord = q - p
        s2 = chord @ chord
        cos_p = -(chord @ p) / (r2 * np.sqrt(s2))
        cos_q = (chord @ q) / (r2 * np.sqrt(s2))
        return cos_p * cos_q / (np.pi * s2) * 2 * np.pi * r2**2 * np.sin(angle)

    # two outer points see each other if their chord clears the inner sphere
    f22 = quad(outer_kernel, 1e-7, 2 * horizon, epsabs=1e-11)[0]
    return r2**2 * common, r1**2 * common, f22


for r1, r2 in ((0.10, 0.15), (0.3, 1.0), (0.9, 1.0)):
    F12, F21, F22 = view_factors(r1, r2)
    assert abs(F12 - 1) < 1e-7
    assert abs(F21 - (r1 / r2)**2) < 1e-7
    assert abs(F22 - (1 - (r1 / r2)**2)) < 1e-7


# ---------- radiosity equations solved with the integrated factors ----------
def solve_radiosity(r1, r2, e1, e2, E1, E2):
    F12, F21, F22 = view_factors(r1, r2)
    matrix = np.array([[1, -(1 - e1) * F12],
                       [-(1 - e2) * F21, 1 - (1 - e2) * F22]])
    J1, J2 = np.linalg.solve(matrix, [e1 * E1, e2 * E2])
    q_inner = 4 * np.pi * r1**2 * (J1 - F12 * J2)
    q_outer = 4 * np.pi * r2**2 * (J2 - F21 * J1 - F22 * J2)
    return J1, J2, q_inner, q_outer


for r1, r2, e1, e2 in ((0.1, 0.15, 0.2, 0.3), (0.3, 1, 0.8, 0.1),
                       (0.9, 1, 1.0, 0.4), (0.5, 1, 0.3, 1.0)):
    J1, J2, q_inner, q_outer = solve_radiosity(r1, r2, e1, e2, 5.0, 2.0)
    expected = 4 * np.pi * r1**2 * 3.0 / denominator(e1, e2, (r1 / r2)**2)
    assert abs(q_inner / expected - 1) < 1e-6
    assert abs(q_inner + q_outer) < 1e-6 * abs(q_inner)


# ---------- ray tracing: no view factor or uniform radiosity assumed ----------
def unit_vectors(n):
    v = rng.normal(size=(n, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def lambert_directions(normal):
    v = normal + unit_vectors(len(normal))
    return v / np.linalg.norm(v, axis=1)[:, None]


def dot(a, b):
    return np.einsum("ij,ij->i", a, b)


def transfer_probability(r1, r2, e1, e2, n, offset=0.0, start_inner=True,
                         mirror_inner=False, mirror_outer=False):
    """Chance that a photon emitted by one wall is absorbed by the other."""
    centre = np.array([0.0, 0.0, offset])
    u = unit_vectors(n)
    if start_inner:
        position, direction = centre + r1 * u, lambert_directions(u)
    else:
        position, direction = r2 * u, lambert_directions(-u)
    on_inner = np.full(n, start_inner)
    transferred = 0
    while len(position):
        relative = position - centre
        b = dot(relative, direction)
        disc = b**2 - dot(relative, relative) + r1**2
        hits_inner = ~on_inner & (disc > 0) & (b < 0)
        to_inner = -b - np.sqrt(np.maximum(disc, 0))
        b = dot(position, direction)
        disc = b**2 - dot(position, position) + r2**2
        to_outer = -b + np.sqrt(np.maximum(disc, 0))
        step = np.where(hits_inner, to_inner, to_outer)
        position = position + step[:, None] * direction
        normal = np.where(hits_inner[:, None], (position - centre) / r1,
                          -position / r2)
        absorbed = rng.random(len(step)) < np.where(hits_inner, e1, e2)
        transferred += np.count_nonzero(absorbed & (hits_inner != start_inner))
        alive = ~absorbed
        position, direction = position[alive], direction[alive]
        normal, on_inner = normal[alive], hits_inner[alive]
        mirrored = direction - 2 * dot(direction, normal)[:, None] * normal
        diffuse = lambert_directions(normal)
        is_mirror = np.where(on_inner, mirror_inner, mirror_outer)
        direction = np.where(is_mirror[:, None], mirrored, diffuse)
    p = transferred / n
    return p, np.sqrt(p * (1 - p) / n)


# ---------- worked example: rough values for a liquid-nitrogen vessel ----------
R1, R2 = 0.10, 0.15                 # m
e1, e2 = 0.2, 0.3
T1, T2 = 77.0, 300.0                # K
A1, A2 = 4 * np.pi * R1**2, 4 * np.pi * R2**2
f = A1 / A2
D = denominator(e1, e2, f)
E1, E2 = sigma * T1**4, sigma * T2**4
heat_in = A1 * (E2 - E1) / D
J1, J2, q_inner, q_outer = solve_radiosity(R1, R2, e1, e2, E1, E2)
assert abs(-q_inner / heat_in - 1) < 1e-6

n_test = 200000
p_diffuse, s_diffuse = transfer_probability(R1, R2, e1, e2, n_test)
p_formula = 1 / (e1 * D)
assert abs(p_diffuse - p_formula) < 4.5 * s_diffuse

p, s = transfer_probability(0.6, 1.0, 0.8, 0.2, n_test)
assert abs(p - 1 / (0.8 * denominator(0.8, 0.2, 0.36))) < 4.5 * s

# the finish of the inner wall does not matter
p, s = transfer_probability(R1, R2, e1, e2, n_test, mirror_inner=True)
assert abs(p - p_formula) < 4.5 * s

# a mirror-like outer wall removes the area ratio, and the test can tell
D_mirror = 1 / e1 + 1 / e2 - 1
p_mirror, s_mirror = transfer_probability(R1, R2, e1, e2, n_test,
                                          mirror_outer=True)
assert abs(p_mirror - 1 / (e1 * D_mirror)) < 4.5 * s_mirror
assert abs(p_mirror - p_formula) > 20 * s_mirror

# displaced inner sphere, with reciprocity checked by tracing both ways
offset = 0.02
p12, s12 = transfer_probability(R1, R2, e1, e2, 600000, offset=offset)
p21, s21 = transfer_probability(R1, R2, e1, e2, n_test, offset=offset,
                                start_inner=False)
assert abs(A1 * e1 * p12 - A2 * e2 * p21) < 4.5 * np.hypot(A1 * e1 * s12,
                                                           A2 * e2 * s21)


def change(value):
    return 100 * (value / heat_in - 1)


# ---------- neglected: emissivity rising as square root of frequency ----------
black_integral = quad(lambda x: x**3 / np.expm1(x), 0, 60)[0]
root_mean = quad(lambda x: x**3.5 / np.expm1(x), 0, 60)[0] / black_integral


def spectral_emissivity(e, x):
    return min(1.0, e * np.sqrt(x) / root_mean)


def spectral_exchange(x):           # x = photon energy / (kB T2)
    difference = x**3 / np.expm1(x) - x**3 / np.expm1(x * T2 / T1)
    return difference / denominator(spectral_emissivity(e1, x),
                                    spectral_emissivity(e2, x), f)


for e in (e1, e2):                  # total emissivity at T2 is kept
    total = quad(lambda x: spectral_emissivity(e, x) * x**3 / np.expm1(x),
                 0, 60, limit=200)[0] / black_integral
    assert abs(total / e - 1) < 1e-6
heat_nongray = A1 * E2 / black_integral * quad(spectral_exchange, 1e-9, 60,
                                               limit=200)[0]
heat_cold_wall = A1 * (E2 - E1) / denominator(0.8 * e1, e2, f)

# ---------- neglected: residual nitrogen in free-molecular flow ----------
pressure_torr = 1e-5                # read by a gauge at T2
pressure = pressure_torr * const.torr
mass = 28.0 * const.atomic_mass
diameter = 3.7e-10                  # m, rough collision diameter
one_way = quad(lambda u: u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi), 0, 40)[0]
assert abs(one_way - 1 / np.sqrt(2 * np.pi)) < 1e-8
carried = (quad(lambda v: v**5 * np.exp(-v**2), 0, 20)[0]
           / quad(lambda v: v**3 * np.exp(-v**2), 0, 20)[0])
assert abs(carried - 2) < 1e-7      # translational energy per molecule / kB T
molecule_flux = pressure / np.sqrt(2 * np.pi * mass * kB * T2)
heat_gas = A1 * molecule_flux * 3 * kB * (T2 - T1)   # 2 kB T + rotation kB T
free_path = kB * T2 / (np.sqrt(2) * np.pi * diameter**2 * pressure)
assert free_path > 10 * (R2 - R1)

# ---------- neglected: steel neck and near-field transfer ----------
neck_k, neck_d, neck_wall, neck_length = 12.0, 0.02, 0.0005, 0.10
heat_neck = neck_k * np.pi * neck_d * neck_wall * (T2 - T1) / neck_length
wien = const.value("Wien wavelength displacement law constant")
wavelength_cold = wien / T1
assert R2 - R1 > 100 * wavelength_cold

# ---------- printed numbers ----------
print(f"inner radius R1 = {100*R1:.1f} cm")
print(f"outer radius R2 = {100*R2:.1f} cm")
print(f"inner temperature T1 = {T1:.0f} K")
print(f"outer temperature T2 = {T2:.0f} K")
print(f"thermal energy kB*T1 = {kB*T1/const.e:.5f} eV")
print(f"thermal energy kB*T2 = {kB*T2/const.e:.5f} eV")
print(f"emissivities e1, e2 = {e1:.2f}, {e2:.2f}")
print(f"inner area A1 = {1e4*A1:.1f} cm2")
print(f"outer area A2 = {1e4*A2:.1f} cm2")
print(f"area ratio f = {f:.4f}")
print(f"black flux E1 = {E1:.3f} W/m2")
print(f"black flux E2 = {E2:.2f} W/m2")
print(f"radiosity J1 = {J1:.2f} W/m2")
print(f"radiosity J2 = {J2:.2f} W/m2")
print(f"inner-wall term 1/e1 - 1 = {1/e1-1:.4f}")
print("gap term = 1 by the view factor: F12 = "
      f"{view_factors(R1, R2)[0]:.4f}")
print(f"outer-wall term f(1/e2 - 1) = {f*(1/e2-1):.4f}")
print(f"denominator D = {D:.4f}")
print(f"share of inner wall = {100*(1/e1-1)/D:.1f} %")
print(f"share of gap = {100/D:.1f} %")
print(f"share of outer wall = {100*f*(1/e2-1)/D:.1f} %")
print(f"heat into inner sphere = {heat_in:.3f} W")
print(f"same heat = {heat_in/const.e:.3e} eV/s")
print(f"heat if both walls were black = {A1*(E2-E1):.2f} W")
print(f"heat in large-shell limit, same A1 = {A1*(E2-E1)*e1:.3f} W")
print(f"P12 from formula = {p_formula:.4f}")
print(f"P12 from ray tracing = {p_diffuse:.4f} +- {s_diffuse:.4f}")
print(f"P12 traced, mirror shell = {p_mirror:.4f} +- {s_mirror:.4f}")
print(f"denominator, mirror shell = {D_mirror:.4f}")
heat_mirror = A1 * (E2 - E1) / D_mirror
print(f"heat, mirror shell = {heat_mirror:.3f} W")
print(f"change, mirror shell = {change(heat_mirror):+.1f} %")
print(f"displacement of inner sphere = {100*offset:.1f} cm")
print(f"change, displaced sphere = {100*(p12/p_formula-1):+.2f} %"
      f" +- {100*s12/p_formula:.2f} %")
print(f"change, square-root emissivity = {change(heat_nongray):+.2f} %")
print(f"change, e1 lower by 20 % = {change(heat_cold_wall):+.1f} %")
print(f"residual nitrogen pressure = {pressure_torr:.0e} Torr")
print(f"gas mean free path at T2 = {free_path:.1f} m")
print(f"heat by residual gas = {heat_gas:.4f} W")
print(f"gas heat / radiative heat = {100*heat_gas/heat_in:.2f} %")
print(f"neck conductivity (rough) = {neck_k:.0f} W/(m K)")
print(f"neck diameter = {100*neck_d:.1f} cm")
print(f"neck wall thickness = {1000*neck_wall:.1f} mm")
print(f"neck length = {100*neck_length:.0f} cm")
print(f"heat along neck = {heat_neck:.2f} W")
print(f"neck heat / radiative heat = {100*heat_neck/heat_in:.1f} %")
print(f"Wien wavelength at T1 = {1e9*wavelength_cold:.0f} nm")
print(f"gap / Wien wavelength at T1 = {(R2-R1)/wavelength_cold:.0f}")
print("finished without a failed check")
```

Running it gives:

```
inner radius R1 = 10.0 cm
outer radius R2 = 15.0 cm
inner temperature T1 = 77 K
outer temperature T2 = 300 K
thermal energy kB*T1 = 0.00664 eV
thermal energy kB*T2 = 0.02585 eV
emissivities e1, e2 = 0.20, 0.30
inner area A1 = 1256.6 cm2
outer area A2 = 2827.4 cm2
area ratio f = 0.4444
black flux E1 = 1.993 W/m2
black flux E2 = 459.30 W/m2
radiosity J1 = 304.99 W/m2
radiosity J2 = 380.74 W/m2
inner-wall term 1/e1 - 1 = 4.0000
gap term = 1 by the view factor: F12 = 1.0000
outer-wall term f(1/e2 - 1) = 1.0370
denominator D = 6.0370
share of inner wall = 66.3 %
share of gap = 16.6 %
share of outer wall = 17.2 %
heat into inner sphere = 9.519 W
same heat = 5.941e+19 eV/s
heat if both walls were black = 57.47 W
heat in large-shell limit, same A1 = 11.493 W
P12 from formula = 0.8282
P12 from ray tracing = 0.8291 +- 0.0008
P12 traced, mirror shell = 0.6837 +- 0.0010
denominator, mirror shell = 7.3333
heat, mirror shell = 7.836 W
change, mirror shell = -17.7 %
displacement of inner sphere = 2.0 cm
change, displaced sphere = -0.27 % +- 0.06 %
change, square-root emissivity = +0.81 %
change, e1 lower by 20 % = -17.2 %
residual nitrogen pressure = 1e-05 Torr
gas mean free path at T2 = 5.1 m
heat by residual gas = 0.0445 W
gas heat / radiative heat = 0.47 %
neck conductivity (rough) = 12 W/(m K)
neck diameter = 2.0 cm
neck wall thickness = 0.5 mm
neck length = 10 cm
heat along neck = 0.84 W
neck heat / radiative heat = 8.8 %
Wien wavelength at T1 = 37633 nm
gap / Wien wavelength at T1 = 1329
finished without a failed check
```
